# When Screened-Nuclear Spin-Orbit Factors Change Sign, and What a Cap Repairs

Take a hydrogen atom with its electron in 1s, and ask what spin-orbit coupling a p-type Gaussian on the same nucleus would have in this field. The nucleus has charge 1. The electron can cancel some or nearly all of it, but it cannot turn it into a charge of −1. Yet the screened-nuclear rule assigns every p function a screening charge of 2, and so multiplies the nuclear spin-orbit integral by

\[
1-\frac{2}{1}=-1 .
\]

The rule has subtracted two electrons from an atom that has one.

## The belief and its appeal

The screened-nuclear spin-orbit (SNSO) recipe avoids two-electron spin-orbit integrals. It scales the one-electron matrix elements \(W_{ij}\) between basis functions \(i\) and \(j\):

\[
W_{ij}\longrightarrow W_{ij}\left[1-\sqrt{\frac{Q(l_i)}{Z_i}}\sqrt{\frac{Q(l_j)}{Z_j}}\,\right],
\]

where \(Z_i\) is the nuclear charge of the atom carrying function \(i\), and \(Q=0,2,10,28\) for s, p, d, f. The belief is that, since \(Q\) depends on \(l\) alone, the factors may be applied to every function on every atom.

The numbers have a sensible origin. A hydrogenic shell \(n\) has \(n^2\) spatial orbitals and holds \(2n^2\) electrons. The nodeless orbital of angular momentum \(l\) has \(n=l+1\). If all shells below it are filled and lie inside it, they screen

\[
Q(l)=\sum_{n=1}^{l}2n^2=\frac{l(l+1)(2l+1)}{3}
\]

units of charge. This gives 2 for 2p, 10 for 3d and 28 for 4f. The premise is that these electrons exist and lie inside the orbital. A basis function carries the label d whether or not its atom has ten electrons.

## What the direct field allows

I use atomic units and the leading (Pauli) order in the fine-structure constant \(\alpha=1/c\). Let \(\varphi\) and \(\chi\) be the large and small components of a Dirac spinor, and \(E\) the energy without the rest energy. The lower Dirac equation gives

\[
\chi=\frac{c\,\boldsymbol\sigma\cdot\mathbf p}{2c^2+E-V}\varphi
\simeq\frac{1}{2c}\left(1-\frac{E-V}{2c^2}\right)\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\]

Inserted in the upper equation, the correction term contains \((\alpha^2/4)(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)\). The identity \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\), together with \(\mathbf pV=V\mathbf p-i\nabla V\) and \(\mathbf p\times\mathbf p=0\), isolates its spin-dependent part. With \(\mathbf s=\boldsymbol\sigma/2\),

\[
h=\frac{\alpha^2}{4}\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
=\frac{\alpha^2}{2}\mathbf s\cdot(\nabla V\times\mathbf p).
\]

Renormalizing \(\varphi\) adds no spin-dependent term at this order. For a central potential, \(\nabla V=V'\mathbf r/r\) and \(\mathbf r\times\mathbf p=\mathbf l\), so

\[
h=\frac{\alpha^2}{2}\frac{V'(r)}{r}\,\mathbf l\cdot\mathbf s .
\]

Now let \(V\) be the nuclear attraction plus the Hartree repulsion of a spherical density \(\rho\):

\[
V=-\frac Zr+\frac{4\pi}{r}\int_0^r\rho(t)t^2dt+4\pi\int_r^\infty\rho(t)t\,dt .
\]

On differentiation, the two terms from the moving limits are \(+4\pi r\rho\) and \(-4\pi r\rho\), and they cancel. With \(N(r)=4\pi\int_0^r\rho t^2dt\), the number of electrons inside \(r\),

\[
V'(r)=\frac{Z-N(r)}{r^2}.
\]

For a radial function \(R(r)\) with \(l\ge1\), write \(h=\zeta\,\mathbf l\cdot\mathbf s\) after radial averaging. Then

\[
\zeta=\frac{\alpha^2}{2}\left\langle\frac{Z-N(r)}{r^3}\right\rangle
=\frac{\alpha^2}{2}(Z-Q_{\rm eff})\langle r^{-3}\rangle,
\qquad
Q_{\rm eff}=\frac{\langle N(r)r^{-3}\rangle}{\langle r^{-3}\rangle}.
\]

The effective charge is an average of \(N(r)\) with a positive weight. Since \(0\le N(r)\le N_{\rm el}\), it obeys

\[
0\le Q_{\rm eff}\le N_{\rm el}.
\]

For a neutral atom or a cation, \(N_{\rm el}\le Z\), and the direct factor \(1-Q_{\rm eff}/Z\) cannot be negative. This holds for any radial function, contracted or not. The raw factor \(1-Q(l)/Z\) is negative whenever \(Q(l)>Z\): for p on hydrogen, d below \(Z=10\), and f below \(Z=28\). The last range includes iron, so the fault is not confined to light atoms.

The sign matters because \(\mathbf l\cdot\mathbf s\) equals \(l/2\) for \(j=l+\tfrac12\) and \(-(l+1)/2\) for \(j=l-\tfrac12\). The doublet splitting is \(\zeta(l+\tfrac12)\), and a negative \(\zeta\) inverts the doublet.

## How a Gaussian samples the charge

For a Gaussian of exponent \(a\), \(R^2\propto r^{2l}e^{-2ar^2}\). Including the volume element \(r^2\), the weight in \(Q_{\rm eff}\) is \(R^2r^2/r^3\propto r^{2l-1}e^{-2ar^2}\). Setting \(x=\sqrt{2a}\,r\) and normalizing the weight gives

\[
Q_{\rm eff}(a)=\int_0^\infty N\!\left(\frac{x}{\sqrt{2a}}\right)
\frac{2x^{2l-1}e^{-x^2}}{(l-1)!}\,dx .
\]

The weight no longer depends on \(a\), and \(N\) never decreases with radius. Hence \(Q_{\rm eff}\) cannot fall as the function becomes more diffuse. It tends to 0 for \(a\to\infty\) and to \(N_{\rm el}\) for \(a\to0\). A single number for each \(l\) cannot describe this range.

For \(l=1\) the hydrogen case becomes transparent. The weight in \(r\) is \(4ar\,e^{-2ar^2}=-\frac{d}{dr}e^{-2ar^2}\). Integrating by parts, with vanishing boundary terms because \(N(0)=0\), gives

\[
Q_{\rm eff}=\int_0^\infty 4\pi r^2\rho(r)\,e^{-2ar^2}dr .
\]

Each electron counts with a weight no greater than one, so one electron cannot count as two. For the p function with \(a=0.8\ \text{bohr}^{-2}\), the computed charge is 0.189. The direct factor is therefore \(1-0.189=0.811\), where the rule gives −1.

## The numbers for carbon, oxygen and iron

The atomic densities are spherically averaged Hartree-Fock densities in the def2-TZVP basis. For iron this restricted, averaged model has the configuration \(3d^84s^0\), not the \(3d^64s^2\) of the ground-state atom, so the iron charges below belong to that model density. The bound on the sign holds for either configuration; with \(3d^64s^2\) the 3d and f charges below become 9.67 and 17.3. For the polarization shells, the direct charges were obtained from two-electron spin-orbit integrals and tested against radial quadrature of \(N(r)\); the two agree within 0.001 electron. The charges for the occupied shells and for fluoride come from the quadrature alone. With a def2-QZVP density the carbon charges fall by up to 0.007 electron, so their third decimal belongs to the basis.

For the two occupied nodeless shells examined, the rule's charge is close to the direct charge; by the exponent dependence just derived, this need not hold for much tighter or more diffuse functions of the same \(l\). The direct charge is 1.77 for occupied carbon 2p, against \(Q=2\), and 9.82 for occupied iron 3d, against \(Q=10\). These averages include partly enclosed electrons of the same shell \(n\), so the agreement does not show that the inner shells lie wholly inside.

For carbon's tighter d polarization function, \(a=1.097\ \text{bohr}^{-2}\), the bare nuclear value is \(\zeta=4.25\times10^{-3}\) eV. The two treatments give

\[
\text{rule: }4.25\times10^{-3}\left(1-\frac{10}{6}\right)=-2.83\times10^{-3}\ \text{eV},
\]

\[
\text{direct field: }4.25\times10^{-3}\left(1-\frac{2.597}{6}\right)=+2.41\times10^{-3}\ \text{eV}.
\]

The rule's value is comparable in size and opposite in sign. For the more diffuse d function, \(a=0.318\ \text{bohr}^{-2}\), the direct charge rises to 3.99, in the direction just derived, but remains below 6.

Iron shows that a small negative factor can hide a large error. Its f function has a raw factor \(1-28/26=-0.077\). The direct charge is 17.5, and the direct factor is 0.327. The rule gives \(\zeta=-1.4\times10^{-3}\) eV where the direct field gives \(+6.1\times10^{-3}\) eV.

## What the cap does

Replace \(Q(l)\) by \(\min[Q(l),Z]\), and define \(q_i=\sqrt{\min[Q(l_i),Z_i]/Z_i}\). Then \(0\le q_i\le1\), so \(0\le q_iq_j\le1\), and every factor satisfies

\[
0\le 1-q_iq_j\le1 .
\]

This also cures mixed pairs in which one function alone is at fault. For f on carbon and p on oxygen, the raw factor is

\[
1-\sqrt{\frac{28}{6}\cdot\frac{2}{8}}=-0.080,
\]

although oxygen p by itself has the harmless factor \(1-2/8\). With the cap, the pair factor is \(1-\sqrt{1\cdot\tfrac14}=0.5\). An off-centre matrix element may itself have either sign; the cap ensures that scaling does not reverse it.

A capped function paired with itself has \(q_i=1\) and factor zero. For a neutral atom this is the direct-field limit \(a\to0\), in which the function lies outside all the electrons. Real polarization functions are more compact, and the cap removes coupling they should have: for the tighter carbon d function, all of the \(2.41\times10^{-3}\) eV. It is still nearer than the raw rule. If the direct factor is \(f\ge0\) and the raw factor is \(g<0\), the capped error is \(f\), while the raw error is \(f-g>f\). Measured against the direct field, the cap is thus a repair of the sign of each factor. It does not guarantee the sign of the coupling for an orbital spread over several atoms, where differently scaled elements are summed. For a function paired with itself on its own atom, a charge computed from the density, \(Q_{\rm eff}\), also gives the right size within the direct-field model.

## Beyond the direct field

The proof covers Hartree screening. The Breit-Pauli two-electron operator couples the orbital motion of electron 1 to \(\mathbf s_1+2\mathbf s_2\), plus the same term with the electrons interchanged. Let \(g_{ij,kl}\) be its spatial integral, with orbital motion in the pair \(ij\) and charge in the pair \(kl\), and let \(P\) be a real, spin-averaged density matrix.

In the direct term, the spin of the density electron averages to zero, leaving \(\mathbf s_1\) with weight one. The interchanged direct term vanishes because \(g\) is antisymmetric in its first pair and \(P\) is symmetric. In exchange, each spin carries \(P/2\), and the spin sum of \(\mathbf s_1+2\mathbf s_2\) gives \((1+2)\mathbf s\). Each of the two orderings therefore has coefficient \(-3/2\):

\[
G_{ij}=\sum_{ab}P_{ab}\left[g_{ij,ab}-\tfrac32g_{ia,bj}-\tfrac32g_{bj,ia}\right].
\]

The positive-weight argument does not apply to the exchange terms, so no general bound follows. In all eight polarization shells computed here, they increase the screening without reversing the sign. For the diffuse carbon d function the charge rises from 3.99 to 5.26, leaving a factor of 0.12. The capped value of zero is then a much closer approximation than it is for the tighter function, whose mean-field factor is 0.48. More diffuse functions do change sign in the mean field, even on neutral atoms: the factor is −0.04 and −0.08 for carbon d with \(a=0.151\) and \(0.100\ \text{bohr}^{-2}\), and −0.085 for oxygen d with \(a=0.214\ \text{bohr}^{-2}\). A non-negative factor is therefore a property of the direct field only. In these cases zero is still nearer than the raw factors, −0.67 and −0.25.

The condition \(N_{\rm el}\le Z\) is also essential. Fluoride has ten electrons and \(Z=9\). A very diffuse d function with \(a=0.01\ \text{bohr}^{-2}\) has \(Q_{\rm eff}=9.988\), and its direct factor is \(1-9.988/9=-0.110\). With diffuse functions in the anion's basis (aug-cc-pVTZ) these become 9.983 and −0.109. Here the reversal is real within the direct field, and the uncapped \(Q=10\) is nearly right, because ten electrons do lie inside. The cap would wrongly give zero.

## Why a molecular result may not reveal the fault

Consider a hole in the 1π orbital of CO at a bond length of 1.13 angstrom, using frozen RHF/def2-SVP orbitals of the neutral molecule. Write \(h=\mathbf s\cdot\mathbf w\), with \(\mathbf w=(\alpha^2/2)\nabla V\times\mathbf p\), and \(\pi_\pm=(\pi_x\pm i\pi_y)/\sqrt2\). The components \(w_x,w_y\) change the axial angular momentum by one unit, so they cannot connect states within the \(\pm1\) pair. The component \(w_z\) is Hermitian and purely imaginary in real orbitals. Its diagonal elements therefore vanish, and \(\langle\pi_y|w_z|\pi_x\rangle=-\langle\pi_x|w_z|\pi_y\rangle\). Thus

\[
A=\langle\pi_+|w_z|\pi_+\rangle=i\langle\pi_x|w_z|\pi_y\rangle .
\]

The spin projections \(\pm\tfrac12\) give energies \(\pm A/2\), and the splitting has size \(|A|\). A hole reverses the order of the levels but not this size.

Bare nuclei give 0.02050 eV, the raw factors 0.01510 eV and the capped factors 0.01514 eV. The raw and capped results differ by \(4.6\times10^{-5}\) eV, or 0.30% of the capped value. The reversed d-d blocks on the two atoms supply only

\[
6.86\times10^{-6}+1.87\times10^{-6}=8.7\times10^{-6}\ \text{eV}
\]

of that difference. In this basis the cap alters only elements involving d functions, so the rest comes from pairs of d with p and from d pairs on different atoms.

The direct field gives 0.01498 eV. The raw result lies 0.8% above it and the capped result 1.1% above it, so in this basis the raw factors come out slightly closer. That ordering is an accident of the basis: in def2-TZVP the raw result lies 1.1% below the direct field and the capped result 0.3% below it. The raw factors still reverse the d-d blocks, which keep their bare sign in the molecular direct field (\(4.3\times10^{-6}\) eV on carbon, \(3.5\times10^{-6}\) eV on oxygen), and this total is too insensitive to the d functions to show it. The full mean field gives 0.01230 eV, so the terms outside the direct field matter far more to this splitting than the cap does. Orbital relaxation, correlation and higher relativistic orders are left out of all these values. They are also not converged in the basis: in def2-QZVP the five splittings rise by about 3 to 6% (direct field 0.01577 eV, mean field 0.01303 eV), and the gap between raw and capped results grows to 1.1%.

A valence splitting can therefore look reasonable while the factors for its polarization functions are wrong. The fault shows when those functions are examined separately, and it can matter wherever they carry substantial weight. The numerical output lists the individual shells.

## Calculated quantities

```
Rule charge Q (electrons), s to g: [0, 2, 10, 28, 60]
Atoms: spherical HF, def2-TZVP; exponent in bohr^-2, charges in e
Factors and charges: raw=rule, cap=min(Q,Z), dir=Hartree, mf=mean field
Occupied C 2p: rule Q = 2 e, direct Qeff = 1.771 e
Occupied Fe 3d: rule Q = 10 e, direct Qeff = 9.824 e
shell  Z  exponent  Q  Q_dir  Q_mf | factor raw   cap    dir    mf
H  p    1   0.8000    2   0.189   0.456 |   -1.000  0.000   0.811   0.544
C  d    6   1.0970   10   2.597   3.096 |   -0.667  0.000   0.567   0.484
C  d    6   0.3180   10   3.987   5.261 |   -0.667  0.000   0.336   0.123
C  f    6   0.7610   28   3.476   4.070 |   -3.667  0.000   0.421   0.322
O  d    8   2.3140   10   2.918   3.597 |   -0.250  0.000   0.635   0.550
O  d    8   0.6450   10   5.013   6.865 |   -0.250  0.000   0.373   0.142
O  f    8   1.4280   28   4.403   5.332 |   -2.500  0.000   0.450   0.334
Fe f   26   1.5980   28  17.491  20.417 |   -0.077  0.000   0.327   0.215
shell exponent <r^-3>(bohr^-3) | zeta in eV: bare, raw, dir, mf
H  p   0.8000    1.5225 | 1.103e-03 -1.103e-03 8.947e-04 6.004e-04
C  d   1.0970    0.9779 | 4.251e-03 -2.834e-03 2.411e-03 2.057e-03
C  d   0.3180    0.1526 | 6.635e-04 -4.423e-04 2.226e-04 8.166e-05
C  f   0.7610    0.3229 | 1.403e-03 -5.146e-03 5.905e-04 4.514e-04
O  d   2.3140    2.9958 | 1.736e-02 -4.341e-03 1.103e-02 9.558e-03
O  d   0.6450    0.4409 | 2.555e-03 -6.388e-04 9.540e-04 3.626e-04
O  f   1.4280    0.8299 | 4.810e-03 -1.203e-02 2.163e-03 1.604e-03
Fe f   1.5980    0.9824 | 1.851e-02 -1.424e-03 6.056e-03 3.974e-03
F anion, Z = 9, d exponent 0.01 bohr^-2: Qeff = 9.988 e, direct factor = -0.110
Pair C f with O p: raw factor -0.0801, capped 0.5000
CO, bond 1.13 angstrom, RHF/def2-SVP, 1-pi orbital energy -17.475 eV
CO 1-pi hole splitting, bare nuclei: 2.050423e-02 eV
CO 1-pi hole splitting, raw factors: 1.509643e-02 eV
CO 1-pi hole splitting, capped factors: 1.514220e-02 eV
CO 1-pi hole splitting, direct field: 1.498373e-02 eV
CO 1-pi hole splitting, mean field: 1.230310e-02 eV
CO raw minus capped: -4.577e-05 eV = -0.302 %
CO C d-d block: bare 1.029e-05 eV, raw -6.863e-06 eV
CO O d-d block: bare 7.461e-06 eV, raw -1.865e-06 eV
```
